# Reducing the shifted 2×2×2 fcc mesh to two special points: a numerical check

```python
# RESULT UNDER TEST: for a lattice-periodic function f(k) with cubic symmetry,
# the half-step-shifted 2x2x2 mesh of the fcc primitive cell gives
#   mean f = 1/4 f(1/4,1/4,1/4) + 3/4 f(3/4,1/4,1/4),  k in units of 2 pi/a.
# a: cubic lattice constant; R = (a/2)(m1,m2,m3): fcc lattice vector, sum m even.
# Mesh points are stored as exact integer numerators of their components along
# the primitive reciprocal vectors, over the common denominator 2N.
# Example: fluorite-skeleton model, one cation and two anion orbitals per cell.
import itertools
import numpy as np
from scipy import constants as const

RECIP = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])      # units 2 pi/a
PRIM = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])          # units a/2
CUBIC = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        op = np.zeros((3, 3), dtype=int)
        for row in range(3):
            op[row, perm[row]] = signs[row]
        CUBIC.append(op)
TETRAGONAL = [op for op in CUBIC if abs(op[2, 2]) == 1]


def mesh(n, shifted):
    """Integer numerators (denominator 2n) of an n x n x n mesh."""
    axis = 2 * np.arange(n) + int(shifted)
    return np.array(list(itertools.product(axis, repeat=3)))


def cartesian(numerators, n):
    return numerators @ RECIP / (2 * n)


def images(point, n, group):
    """Distinct images of one point, modulo reciprocal lattice vectors."""
    cart = point @ RECIP
    found = set()
    for op in group:
        twice = PRIM @ (op @ cart)
        assert np.all(twice % 2 == 0)
        found.add(tuple(int(v) for v in (twice // 2) % (2 * n)))
    return found


def reduce_mesh(points, n, group):
    """Map: canonical star label -> list of mesh members."""
    stars = {}
    for point in points:
        stars.setdefault(min(images(point, n, group)), []).append(point)
    return stars


def shortest(point, n):
    """Shortest equivalent wavevector, components made positive and sorted."""
    k = cartesian(point, n)
    candidates = [k + np.array(g) @ RECIP
                  for g in itertools.product(range(-2, 3), repeat=3)]
    best = min(candidates, key=lambda v: v @ v)
    return np.sort(np.abs(best))[::-1]


# ---------- reduction by explicit symmetry operations ----------
eight = mesh(2, True)
k_eight = cartesian(eight, 2)
found = []
for members in reduce_mesh(eight, 2, CUBIC).values():
    found.append((shortest(members[0], 2), len(members),
                  len(images(members[0], 2, CUBIC))))
found.sort(key=lambda item: item[0] @ item[0])
assert len(found) == 2
k_one, k_two = found[0][0], found[1][0]
assert np.allclose(k_one, [0.25, 0.25, 0.25])
assert np.allclose(k_two, [0.75, 0.25, 0.25])
weights = np.array([item[1] for item in found]) / len(eight)
assert np.allclose(weights, [0.25, 0.75])
full_sizes = np.array([item[2] for item in found])
assert np.allclose(full_sizes / full_sizes.sum(), weights)
for k in (k_one, k_two):                      # strictly inside the first zone
    assert k.max() < 1 and k.sum() < 1.5

mesh_set = {tuple(int(v) for v in p) for p in eight}
preserving = 0
for op in CUBIC:
    moved = {next(iter(images(p, 2, [op]))) for p in eight}
    preserving += moved == mesh_set
assert preserving == 12

# Td (product of signs +1) with time reversal k -> -k gives the same stars
td = [op for op in CUBIC if np.prod(op.sum(axis=1)) == 1]
td_time = td + [-op for op in td]
assert len(td) == 24
assert len(reduce_mesh(eight, 2, td_time)) == 2


# ---------- weights by a second road, and shells integrated exactly ----------
def star_average(m, k):
    return np.mean([np.cos(np.pi * (k @ (op @ np.array(m)))) for op in CUBIC])


first_shell = [star_average((1, 1, 0), k) for k in (k_one, k_two)]
solved = np.linalg.solve(np.array([[1.0, 1.0], first_shell]), [1.0, 0.0])
assert np.allclose(solved, weights)

shells = [m for m in itertools.product(range(9), repeat=3)
          if m[0] >= m[1] >= m[2] and sum(m) % 2 == 0 and 0 < sum(m)
          and sum(v * v for v in m) <= 64]
shells.sort(key=lambda m: sum(v * v for v in m))
shell_rows = []
for m in shells:
    pair = np.array([star_average(m, k) for k in (k_one, k_two)])
    total = weights @ pair
    expected = (-1) ** (sum(m) // 4) if all(v % 4 == 0 for v in m) else 0
    assert abs(total - expected) < 1e-12
    shell_rows.append((m, pair, total))
first_missed = next(i for i, row in enumerate(shell_rows) if abs(row[2]) > 1e-9)
assert shell_rows[first_missed][0] == (4, 0, 0) and first_missed == 7

# one plane wave on the bare mesh fails earlier, with signs that cancel
bare = {}
for n in itertools.product(range(-3, 4), repeat=3):
    if any(n):
        m = np.array(n) @ PRIM
        value = np.mean(np.exp(1j * np.pi * (k_eight @ m)))
        product = np.prod(np.cos(np.pi * np.array(n) / 2))
        assert abs(value - product) < 1e-12
        if abs(value) > 1e-9:
            bare.setdefault(int(m @ m), []).append(value.real)
bare_first = min(bare)
assert bare_first == 8 and len(bare[8]) == 12 and abs(sum(bare[8])) < 1e-12
assert sum(v < 0 for v in bare[8]) == 6

# ---------- fluorite-skeleton model ----------
a_nm = 0.51            # rough size for cubic zirconia
level_gap = 6.0        # cation level above anion level, eV
hop = 1.0              # cation-anion hopping, eV
hop_anion = -0.1       # anion-anion hopping, eV
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4


def hamiltonian(k, anion_z=hop_anion, hop_cation=0.0):
    k = np.atleast_2d(k)
    c = np.cos(np.pi * k)
    g = np.exp(2j * np.pi * k @ BONDS.T).sum(axis=1)
    link = 2 * (hop_anion * (c[:, 0] + c[:, 1]) + anion_z * c[:, 2])
    pairs = c[:, 0] * c[:, 1] + c[:, 1] * c[:, 2] + c[:, 2] * c[:, 0]
    h = np.zeros((len(k), 3, 3), dtype=complex)
    h[:, 0, 0] = level_gap + 4 * hop_cation * pairs
    h[:, 0, 1] = hop * g
    h[:, 1, 0] = hop * g.conj()
    h[:, 0, 2] = hop * g.conj()
    h[:, 2, 0] = hop * g
    h[:, 1, 2] = link
    h[:, 2, 1] = link
    return h


def filled(k, **options):
    """Energy of the two filled bands, both spins, eV per primitive cell."""
    return 2 * np.linalg.eigvalsh(hamiltonian(k, **options))[:, :2].sum(axis=1)


def filled_p(k):
    """Same with three p orbitals on each anion: six filled bands."""
    k = np.atleast_2d(k)
    unit = BONDS / np.linalg.norm(BONDS[0])
    coupling = hop * np.exp(2j * np.pi * k @ BONDS.T) @ unit
    h = np.zeros((len(k), 7, 7), dtype=complex)
    h[:, 0, 0] = level_gap
    h[:, 0, 1:4] = coupling
    h[:, 0, 4:7] = -coupling.conj()
    h[:, 1:4, 0] = coupling.conj()
    h[:, 4:7, 0] = -coupling
    return 2 * np.linalg.eigvalsh(h)[:, :6].sum(axis=1)


def two_point(function, **options):
    return weights @ function(np.array([k_one, k_two]), **options)


dense_k = cartesian(mesh(32, False), 32)
dense_f = filled(dense_k)
reference = dense_f.mean()
check_k = cartesian(mesh(16, True), 16)
assert abs(filled(check_k).mean() - reference) < 1e-6
bands = np.linalg.eigvalsh(hamiltonian(dense_k))
gap = bands[:, 2].min() - bands[:, 1].max()
width = bands[:, 1].max() - bands[:, 0].min()
assert gap > 0

f_special = filled(np.array([k_one, k_two]))
energy_two = two_point(filled)
assert abs(energy_two - filled(k_eight).mean()) < 1e-11
error_two = energy_two - reference
error_gamma = filled(np.zeros(3))[0] - reference
plain = mesh(2, False)
error_plain = filled(cartesian(plain, 2)).mean() - reference
four = mesh(4, True)
error_four = filled(cartesian(four, 4)).mean() - reference
count_plain = len(reduce_mesh(plain, 2, CUBIC))
count_four = len(reduce_mesh(four, 4, CUBIC))
assert abs(error_four) < abs(error_two) < abs(error_plain) < abs(error_gamma)


# error explained by Fourier coefficients of the missed lattice vectors
def coefficient(r_in_a):
    return np.mean(dense_f * np.cos(2 * np.pi * dense_k @ np.array(r_in_a)))


series = 0.0
for n in itertools.product(range(-2, 3), repeat=3):
    if any(n):
        series += (-1) ** (sum(n) % 2) * coefficient([2 * v for v in n])
coefficient_first = coefficient([2, 0, 0])
leading = -6 * coefficient_first
assert abs(series - error_two) < 1e-5
assert abs(leading - error_two) < 0.3 * abs(error_two)


# ---------- a direction-dependent quantity needs symmetrising ----------
def cation_matrix(k, m):
    """Cation-cation density matrix element for R = (a/2) m, one spin."""
    vectors = np.linalg.eigh(hamiltonian(k))[1]
    occupation = (np.abs(vectors[:, 0, :2]) ** 2).sum(axis=1)
    return np.mean(occupation * np.exp(1j * np.pi * k @ m)).real


m_a = PRIM[0]
m_b = PRIM[0] - PRIM[1]
element_a = cation_matrix(k_eight, m_a)
element_b = cation_matrix(k_eight, m_b)
neighbours = {tuple(int(v) for v in op @ m_a) for op in CUBIC}
assert len(neighbours) == 12
symmetrised = np.mean([cation_matrix(k_eight, np.array(m)) for m in neighbours])
full_star = set()
for p in eight:
    full_star |= images(p, 2, CUBIC)
k_full = cartesian(np.array(sorted(full_star)), 2)
assert len(k_full) == 32
for m in (m_a, m_b):
    assert abs(cation_matrix(k_full, m) - symmetrised) < 1e-11
element_true = cation_matrix(dense_k, m_a)
assert abs(element_true - cation_matrix(dense_k, m_b)) < 1e-10
assert abs(element_a) < 1e-11 and abs(element_b) > 1e-4
assert abs(symmetrised - element_true) < abs(element_b - element_true)

# ---------- effects left out of the model, sized ----------
hop_cation = -0.1
error_cation = (two_point(filled, hop_cation=hop_cation)
                - filled(dense_k, hop_cation=hop_cation).mean())
assert abs(two_point(filled_p) - filled_p(k_eight).mean()) < 1e-11
error_p = two_point(filled_p) - filled_p(check_k).mean()

stretch = 1.02                                  # rough c/a of tetragonal phase
anion_z = hop_anion / stretch ** 2              # assumed inverse-square rule
tetra = reduce_mesh(eight, 2, TETRAGONAL)
tetra_weights = sorted(len(v) / 8 for v in tetra.values())
assert np.allclose(tetra_weights, [0.25, 0.25, 0.5])
eight_tetra = filled(k_eight, anion_z=anion_z).mean()
three_tetra = sum(len(v) / 8 * filled(cartesian(v[0], 2), anion_z=anion_z)[0]
                  for v in tetra.values())
assert abs(three_tetra - eight_tetra) < 1e-11
k_long_z = k_two[::-1]
misfit_x = two_point(filled, anion_z=anion_z) - eight_tetra
misfit_z = weights @ filled(np.array([k_one, k_long_z]),
                            anion_z=anion_z) - eight_tetra
assert min(abs(misfit_x), abs(misfit_z)) > 1e-5

temperature = 1000.0
kt = const.k * temperature / const.e
thermal = np.exp(-gap / (2 * kt))
rydberg = const.physical_constants['Rydberg constant times hc in eV'][0]


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


for name, item, w in zip(("k1", "k2"), found, weights):
    show(name, np.round(item[0], 4), "2pi/a")
    show(f"{name} mesh members, full star, weight", f"{item[1]}, {item[2]}, {w:.4f}")
    show(f"{name} length", f"{np.linalg.norm(item[0]) * 2 * np.pi / a_nm:.3f}", "1/nm")
show("cubic operations preserving the mesh", f"{preserving} of {len(CUBIC)}")
show("weights from first-shell condition", np.round(solved, 4))
print("shell m: star average at k1, at k2, weighted sum")
for m, pair, total in shell_rows[:8]:
    print(f"  {m}: {pair[0] + 0.0:.4f}, {pair[1] + 0.0:.4f}, {round(total, 9) + 0.0:.4f}")
show("first missed distance, symmetric f", f"{2 * a_nm:.3f}", "nm")
show("first missed distance, bare mesh", f"{np.sqrt(bare_first) * a_nm / 2:.3f}", "nm")
show("lattice constant (rough)", a_nm, "nm")
show("level separation", level_gap, "eV")
show("cation-anion hopping", hop, "eV")
show("anion-anion hopping", hop_anion, "eV")
show("model gap", f"{gap:.3f}", "eV")
show("filled-band width", f"{width:.3f}", "eV")
show("filled energy at k1, k2", f"{f_special[0]:.5f}, {f_special[1]:.5f}", "eV/cell")
show("two-point energy", f"{energy_two:.5f}", "eV/cell")
show("dense 32x32x32 energy", f"{reference:.5f}", "eV/cell")
show("two-point error", f"{1000 * error_two:.3f}", "meV/cell")
show("two-point error, converted", f"{1000 * error_two / rydberg:.4f}", "mRy/cell")
show("Gamma-only error", f"{1000 * error_gamma:.2f}", "meV/cell")
show(f"unshifted 2x2x2 error ({count_plain} points)", f"{1000 * error_plain:.2f}", "meV/cell")
show(f"shifted 4x4x4 error ({count_four} points)", f"{1000 * error_four:.5f}", "meV/cell")
show("Fourier coefficient at (2a,0,0)", f"{1000 * coefficient_first:.4f}", "meV/cell")
show("leading error term", f"{1000 * leading:.3f}", "meV/cell")
show("error from Fourier series", f"{1000 * series:.3f}", "meV/cell")
show("density matrix, R=a1, bare mesh", f"{abs(element_a):.5f}")
show("density matrix, R=a1-a2, bare mesh", f"{element_b:.5f}")
show("density matrix, symmetrised", f"{symmetrised:.5f}")
show("density matrix, dense mesh", f"{element_true:.5f}")
show("added cation-cation hopping", hop_cation, "eV")
show("two-point error with it", f"{1000 * error_cation:.3f}", "meV/cell")
show("two-point error, p-type anions", f"{1000 * error_p:.4f}", "meV/cell")
show("tetragonal c/a (rough)", stretch)
show("tetragonal anion hopping along c", f"{anion_z:.5f}", "eV")
show("tetragonal weights", tetra_weights)
show("cubic-weight misfit, long axis x", f"{1000 * misfit_x:.3f}", "meV/cell")
show("cubic-weight misfit, long axis z", f"{1000 * misfit_z:.3f}", "meV/cell")
show(f"thermal factor exp(-gap/2kT) at {temperature:.0f} K", f"{thermal:.1e}")
print("no test failed")
```

Printed output:

```
k1: [0.25 0.25 0.25] 2pi/a
k1 mesh members, full star, weight: 2, 8, 0.2500
k1 length: 5.335 1/nm
k2: [0.75 0.25 0.25] 2pi/a
k2 mesh members, full star, weight: 6, 24, 0.7500
k2 length: 10.215 1/nm
cubic operations preserving the mesh: 12 of 48
weights from first-shell condition: [0.25 0.75]
shell m: star average at k1, at k2, weighted sum
  (1, 1, 0): 0.5000, -0.1667, 0.0000
  (2, 0, 0): 0.0000, -0.0000, 0.0000
  (2, 1, 1): 0.0000, -0.0000, 0.0000
  (2, 2, 0): 0.0000, 0.0000, 0.0000
  (3, 1, 0): -0.5000, 0.1667, 0.0000
  (2, 2, 2): 0.0000, 0.0000, 0.0000
  (3, 2, 1): -0.0000, 0.0000, 0.0000
  (4, 0, 0): -1.0000, -1.0000, -1.0000
first missed distance, symmetric f: 1.020 nm
first missed distance, bare mesh: 0.721 nm
lattice constant (rough): 0.51 nm
level separation: 6.0 eV
cation-anion hopping: 1.0 eV
anion-anion hopping: -0.1 eV
model gap: 5.400 eV
filled-band width: 4.449 eV
filled energy at k1, k2: -4.59002, -1.19477 eV/cell
two-point energy: -2.04358 eV/cell
dense 32x32x32 energy: -2.03555 eV/cell
two-point error: -8.037 meV/cell
two-point error, converted: -0.5907 mRy/cell
Gamma-only error: -4462.55 meV/cell
unshifted 2x2x2 error (3 points): 100.18 meV/cell
shifted 4x4x4 error (10 points): -0.02666 meV/cell
Fourier coefficient at (2a,0,0): 1.3633 meV/cell
leading error term: -8.180 meV/cell
error from Fourier series: -8.037 meV/cell
density matrix, R=a1, bare mesh: 0.00000
density matrix, R=a1-a2, bare mesh: 0.03163
density matrix, symmetrised: 0.01582
density matrix, dense mesh: 0.01758
added cation-cation hopping: -0.1 eV
two-point error with it: -4.339 meV/cell
two-point error, p-type anions: -0.2341 meV/cell
tetragonal c/a (rough): 1.02
tetragonal anion hopping along c: -0.09612 eV
tetragonal weights: [0.25, 0.25, 0.5]
cubic-weight misfit, long axis x: -0.308 meV/cell
cubic-weight misfit, long axis z: 0.616 meV/cell
thermal factor exp(-gap/2kT) at 1000 K: 2.5e-14
no test failed
```
